# Why Hubbard-I at fixed levels has no orbital metastability for f1

A static mean-field calculation for an ion with one f electron must decide which orbital the electron occupies. The interaction pushes the empty orbitals up by several electronvolts, so the chosen orbital looks well separated from the rest, whether or not it was the right choice. Runs from different starting densities can then end with different orbitals, energies and charge shapes, each apparently converged. If the orbital is not chosen and the electron is spread evenly over a degenerate level, the static treatment loses its gap.

The Hubbard-I method avoids this dilemma at the level of the atom, which is the level treated here. It takes the self-energy of an isolated atom in thermal equilibrium and inserts it into the Green function of the solid. The reason it works is that it averages Green functions over the multiplet, whereas mean field puts an averaged density into a potential.

## The atom and its thermal state

The f shell has 14 spin-orbitals and the Hamiltonian

$$H=\sum_{ij}h_{ij}c_i^\dagger c_j+\tfrac12\sum_{pqrs}V_{pqrs}\,c_p^\dagger c_q^\dagger c_s c_r ,\qquad V_{pqrs}=\langle pq|r_{12}^{-1}|rs\rangle .$$

The matrix $h$ contains spin-orbit coupling and any crystal field. Hybridization is left out of the atomic problem, which is the approximation that defines Hubbard-I. The chemical potential $\mu$ lies where one electron is the stable filling. Energies are in eV, the natural scale here.

At temperature $T$ the state $\rho$ minimizes

$$\Omega[\rho]=\mathrm{Tr}\,\rho(H-\mu N)+kT\,\mathrm{Tr}\,\rho\ln\rho .$$

Let $\sigma=e^{-(H-\mu N)/kT}/Z$. Then $H-\mu N=-kT(\ln\sigma+\ln Z)$, and substitution gives

$$\Omega[\rho]=-kT\ln Z+kT\,S(\rho\|\sigma),\qquad S(\rho\|\sigma)=\mathrm{Tr}\,\rho(\ln\rho-\ln\sigma).$$

To find the sign of $S$, let $r_i$ and $s_j$ be the eigenvalues of $\rho$ and $\sigma$, and $w_{ij}$ the squared overlaps of their eigenvectors. Rows and columns of $w$ sum to one. Since $\ln y\le y-1$, we have $r\ln(r/s)\ge r-s$, hence

$$S=\sum_{ij}w_{ij}\,r_i\ln\frac{r_i}{s_j}\ge\sum_{ij}w_{ij}(r_i-s_j)=1-1=0 .$$

Equality requires $r_i=s_j$ wherever $w_{ij}\neq0$, which means $\rho=\sigma$. The minimum is therefore unique.

There is no second local minimum either. For $\rho_t=(1-t)\rho_0+t\sigma$, writing out the logarithms gives

$$(1-t)\Omega[\rho_0]+t\,\Omega[\sigma]-\Omega[\rho_t]=kT\big[(1-t)S(\rho_0\|\rho_t)+t\,S(\sigma\|\rho_t)\big]\ge0 ,$$

because the energy is linear in $\rho$ and cancels. So $\Omega[\rho_t]\le(1-t)\Omega[\rho_0]+t\,\Omega[\sigma]<\Omega[\rho_0]$ for $0<t\le1$: from any state other than $\sigma$ there is a downhill path that starts at once.

Symmetry follows from uniqueness. If $R$ commutes with $H$ and $N$, then $R\sigma R^\dagger$ has the same $\Omega$ as $\sigma$, so it is $\sigma$. Nothing in this argument refers to a starting orbital. It does assume that $h$ is given, a condition examined at the end.

## Averaging residues leaves the gap open

For eigenstates $A,B$ of $H$ with probabilities $p_A,p_B$, the atomic Green function is

$$G_{ij}(z)=\sum_{AB}(p_A+p_B)\frac{\langle A|c_i|B\rangle\langle B|c_j^\dagger|A\rangle}{z-E_B+E_A}.$$

The poles are energy differences between states with $N$ and $N+1$ electrons. The probabilities enter through the residues. Averaging over the members of a degenerate level thus redistributes spectral weight among orbitals but leaves the removal and addition energies where they are.

The simplest case has 14 equal levels $\varepsilon$ and one repulsion $U$ for every pair. With one electron, each orbital is filled with probability $n=1/14$. Removing the electron gives a pole at $\varepsilon$ with weight $n$. Adding one to an empty orbital costs $(2\varepsilon+U)-\varepsilon=\varepsilon+U$, with weight $1-n$. With $x=z-\varepsilon$,

$$G=\frac nx+\frac{1-n}{x-U}=\frac{n(x-U)+(1-n)x}{x(x-U)}=\frac{x-nU}{x(x-U)} .$$

To invert it, use $x(x-U)=(x-nU)\big(x-(1-n)U\big)-n(1-n)U^2$, which is checked by multiplying out. Then

$$\Sigma=x-G^{-1}=(1-n)U+\frac{n(1-n)U^2}{x-nU}.$$

The first term is the mean-field shift for a symmetric density. It moves all 14 levels together, leaving one electron in a 14-fold level: a metal without a gap. The second term has a pole between the two bands, at $nU$ above $\varepsilon$. It separates them without making any orbital different from another. For $U=6$ eV it lies $6/14=0.43$ eV above the level.

The full Coulomb interaction changes the addition energies but not the mechanism. If $r$ is the orbital rotation belonging to $R$, invariance of $\rho$ and $H$ gives $G=rGr^\dagger$. In a free ion the f shell contains one $j=5/2$ and one $j=7/2$ level. By Schur's lemma, $G$ and $\Sigma=z-h-G^{-1}$ are then a single function of $z$ on each. At large $|z|$, $\Sigma$ tends to the Hartree-Fock potential of the thermal density, a limit confirmed by a numerical test.

## Numbers for the free ion

Take Slater integrals $F_0,F_2,F_4,F_6=6,\,8,\,5.3,\,4$ eV, spin-orbit constant 0.08 eV, $\mu=3$ eV and $T=300$ K, so $kT=0.02585$ eV. These are round model parameters. The one-electron levels lie at $-0.16$ eV ($j=5/2$) and $0.12$ eV ($j=7/2$), and their ratio of occupations is $e^{-0.28/0.02585}\approx2\times10^{-5}$. Each $j=5/2$ state thus holds $0.16666$ electron, close to $1/6$, and each $j=7/2$ state about $3\times10^{-6}$.

The gap between removal from and addition to the lowest level is

$$\Delta=E_2^{\min}+E_0-2E_1^{\min}=4.91\ \text{eV}=0.180\ \text{hartree}.$$

At 300 K the $j=7/2$ states add a removal pole 0.28 eV above the main one, with a total weight near $8\times3.3\times10^{-6}=2.6\times10^{-5}$. Addition to an ion thermally excited to $j=7/2$ likewise starts 0.28 eV below the main addition threshold, with weight $4\times10^{-6}$; all addition weight below the threshold sums to $4\times10^{-5}$. Strictly, both features lie inside $\Delta$; for the spectrum they are negligible.

In the $j=5/2$ channel the self-energy has a pole inside the gap, at 0.74 eV, that is, 0.90 eV above the removal level. It is a zero of $G$, fixed by the balance of removal and addition terms. With $n=1/6$ and all addition weight at the threshold, the zero would be at $4.91/6=0.82$ eV above the level. Addition weight higher in energy weakens the opposing term and moves the zero up.

The frequency-independent part of $\Sigma$, its limit at large $|z|$, again fails by itself. The Hartree-Fock potential of the thermal density leaves the sextet degenerate, with one electron in six states and zero gap. The static treatment needs a broken symmetry; the frequency-dependent one does not.

## What mean field does with one electron

Let the occupied orbital be $\varphi$, with density matrix $n_{sq}=\varphi_s\varphi_q^*$. The interaction part of the Fock matrix acting on $\varphi$ is

$$\sum_{qrs}(V_{pqrs}-V_{pqsr})\,\varphi_q^*\varphi_s\varphi_r=0 ,$$

since the bracket changes sign under $r\leftrightarrow s$ and $\varphi_s\varphi_r$ does not. Therefore $F[\varphi]\varphi=h\varphi$: the electron does not act on itself. Every eigenvector of $h$ solves the mean-field equations, while the other orbitals feel the repulsion.

In the free ion this makes every state of the sextet self-consistent, with the same energy. The solutions do not have the same spectrum. For $m_j=5/2,\,3/2,\,1/2$ the gaps are 4.974, 4.984 and 5.001 eV, and the quadrupoles $\langle3J_z^2-J^2\rangle$ are $10$, $-2$ and $-8$. The thermal state has one gap and zero quadrupole. The mean-field gaps cannot fall below 4.91 eV: adding an electron in orbital $v$ costs the energy of the determinant of $\varphi$ and $v$ minus the one-electron energy, and a determinant cannot lie below the true two-electron ground state.

A cubic field makes the trapping visible. With fourth- and sixth-rank amplitudes of 0.05 and $-0.01$ eV, the sextet splits into a lower doublet and a quartet 14.81 meV above it. Let $a$ be a quartet orbital and $g$ a doublet orbital, each chosen with the largest $\langle J_z\rangle$ in its level, and let $D=\varepsilon_g-\varepsilon_a=-0.01481$ eV. The repulsion between the two, and the numbers that follow from it below, depend on this choice: over sampled quartet and doublet orbitals it ranges from about 5.09 to 5.69 eV. Started exactly in $a$, the mean-field cycle stays there: after 200 cycles its energy had changed by no more than rounding error.

### A barrier made by a false interaction

Suppose occupation is moved from $a$ to $g$ without forming a superposition, as happens when symmetry keeps the density matrix diagonal: $n=(1-x)|a\rangle\langle a|+x|g\rangle\langle g|$. The mean-field energy is $\mathrm{Tr}\,hn+\frac12\mathrm{Tr}(F[n]-h)n$. Its interaction part is bilinear in $n$. The $aa$ and $gg$ terms vanish as above, and the two cross terms give

$$E(x)=\varepsilon_a+xD+x(1-x)W,\qquad W=\langle ag|V|ag\rangle-\langle ag|V|ga\rangle .$$

$W$ is the repulsion between an electron in $a$ and another in $g$. There is only one electron, so this interaction is false. Setting $D+W(1-2x)=0$ gives $x_*=(W+D)/2W$, and since $W+D=2Wx_*$ the barrier is

$$E(x_*)-\varepsilon_a=x_*(W+D)-Wx_*^2=Wx_*^2=\frac{(W+D)^2}{4W}.$$

With $W=5.099$ eV this is $(5.084)^2/20.40=1.27$ eV, which the full energy functional reproduces. Along this path a level only 15 meV too high faces a barrier more than eighty times larger. The fourfold axis forbids mixing $a$ with $g$, but not with the other doublet state $g'$, which has the same $m_j$ modulo 4 as $a$. The barrier therefore holds the electron only if that superposition is also excluded; otherwise the slow escape of the next section is open through $g'$.

The thermal ensemble with the same occupations has energy $(1-x)\varepsilon_a+x\varepsilon_g$. It is a mixture of one-electron states, never a state with both orbitals filled, and $W$ does not appear. At 300 K its free energy, in the one-electron sector and without the constant $-\mu$, falls from $-0.1553$ eV in the pure orbital $a$ to $-0.2075$ eV in equilibrium. The second value follows from the levels: the doublet lies at $-0.1553-0.0148=-0.1701$ eV, and

$$-0.1701-0.02585\,\ln\!\big(2+4e^{-0.01481/0.02585}\big)=-0.2075\ \text{eV},$$

where the $j=7/2$ states contribute negligibly. A test along the straight path between the two states found no rise.

### A downhill path taken very slowly

If superpositions are allowed, the barrier can be avoided. For $\varphi=\cos\theta\,a+\sin\theta\,g$ the mean-field energy is $\langle\varphi|h|\varphi\rangle=\varepsilon_a+D\sin^2\theta$, which falls from the start. With self-interaction fully cancelled, the excited orbital is a saddle and not a minimum. The usual cycle nevertheless leaves it slowly.

Within the space of $a$ and $g$, the empty orbital orthogonal to $\varphi$ is raised by $W$, because the antisymmetric pair formed from $a$ and $g$ is unchanged by rotating them. Thus $F=h+W(1-|\varphi\rangle\langle\varphi|)$. Its lowest eigenvector $\varphi'$, with eigenvalue $E$, obeys

$$(h+W-E)\varphi'=W\varphi\,\langle\varphi|\varphi'\rangle .$$

Dividing the $g$ component by the $a$ component gives

$$\tan\theta'=\lambda\tan\theta,\qquad \lambda=\frac{\varepsilon_a+W-E}{\varepsilon_g+W-E}.$$

Here $E\ge\varepsilon_g$, because $F$ is $h$ plus a non-negative term, and $E\le\langle\varphi|F|\varphi\rangle=\langle\varphi|h|\varphi\rangle\le\varepsilon_a$. So $\lambda-1$ stays between $|D|/W$ and $|D|/(W-|D|)$, which are nearly equal. Near $a$, $E\approx\varepsilon_a$ and

$$\lambda\approx\frac{W}{W+D}=\frac{5.099}{5.084}=1.0029 .$$

The linearized cycle with all 13 empty orbitals gives $1.002916$ for its fastest direction. An admixture of amplitude 0.01 needs about $\ln100/\ln1.002916=1582$ cycles to become an equal mixture; direct iteration took 1583. The first energy change should be

$$D\,(0.01)^2(\lambda^2-1)=-0.01481\times10^{-4}\times0.00584=-8.6\times10^{-9}\ \text{eV},$$

as found. From this start, an energy threshold of $10^{-6}$ eV per cycle would declare the wrong orbital converged. These counts are for the plain cycle, without damping or acceleration. As $|D|/W\to0$, the escape time grows as $W/|D|$: the stronger the repulsion, the stickier the wrong orbital.

## When the trap is a true minimum

Approximate functionals with a Hubbard correction need not cancel the self-interaction of an aspherical charge. A simple model of the remainder adds to the orbital energy

$$\frac s2\sum_{k=2,4,6}F_k\sum_q|\langle\varphi|C_{kq}|\varphi\rangle|^2 ,$$

where $C_{kq}$ are spherical harmonics normalized so that $C_{k0}=1$ along the $z$ axis. With $s=1$ this term is the full Hartree self-interaction energy of the aspherical charge, and $s<0$ means over-correction. The value $s=-0.5$ used here is an assumption, not taken from a functional. The calculation has one spin, no spin-orbit coupling, the same cubic field, and a small strain $0.1\,\text{meV}\times(\hat n\cdot L)^2$ (up to a constant) with $\hat n\propto(1,2,4)$.

Forty random starts were made for each $s$, and only converged runs were kept. With $s=0$ these gave one energy, that of the lowest orbital of $h$. With $s=-0.5$ they gave four, at 0, 0.092, 0.278 and 0.566 meV. At the highest, all curvatures apart from the free norm and phase are positive, the smallest being 16.8 meV. This trap is therefore a true minimum, and the smallest curvatures at the other three are also close to 16.8 meV.

The heights suggest what they are. The added term is unchanged by rotation, so it favours a shape but no orientation; the cubic field then selects equivalent axes. Suppose the orbital is made of $m=\pm3$ about a threefold axis $\hat u$. Then $\langle L_u^2\rangle=9$, each perpendicular component has $(12-9)/2=1.5$, and the strain energy varies as $0.1\times7.5\,(\hat n\cdot\hat u)^2$ meV. For the four threefold axes $(\hat n\cdot\hat u)^2$ is $1,9,25,49$ divided by 63. The predicted heights are 0, 0.095, 0.286 and 0.571 meV, within 4% of those found. The orbitals confirm this: each has weight 0.999 in $m=\pm3$ about a nearly threefold axis, with $\langle L_u^2\rangle=8.99$. Without the strain the four have one energy. The traps in this model are thus orientations of a single shape, and their energy differences come only from the imposed strain.

The thermal atom at fixed $h$ has no counterpart of this landscape, since its energy is linear in $\rho$.

## Where the protection ends

In a charge-self-consistent calculation $h$ depends on the density. The proof covers each atomic solution but not the outer loop. A minimal model is $h\to h+\kappa n$ in the one-electron sector, where the loop looks for stationary points of

$$\Phi[n]=\mathrm{Tr}\,hn+\frac\kappa2\mathrm{Tr}\,n^2+kT\,\mathrm{Tr}\,n\ln n,\qquad \mathrm{Tr}\,n=1 .$$

For a traceless Hermitian change $v$, written in the eigenbasis of $n$ with eigenvalues $p_i$, the second derivative is

$$\kappa\sum_{ij}|v_{ij}|^2+kT\sum_{ij}|v_{ij}|^2\,\frac{\ln p_i-\ln p_j}{p_i-p_j},$$

with the fraction read as $1/p_i$ when $p_i=p_j$. For $\kappa\ge0$ it is positive and the solution is unique. For $\kappa<0$ the thermal term must be bounded from below.

- Off the diagonal, the fraction is the average of $1/p$ between $p_i$ and $p_j$. This is at least $2/(p_i+p_j)\ge2$.
- On the diagonal, $\sum_i v_{ii}=0$. Let the positive elements sum to $P$ and the negative ones to $-P$. The Cauchy-Schwarz inequality with $\sum_ip_i=1$ gives $\sum_i v_{ii}^2/p_i\ge(\sum_i|v_{ii}|)^2=4P^2$, while $\sum_i v_{ii}^2\le2P^2$. The thermal term is again at least twice the sum of squares.

So $kT>|\kappa|/2$ guarantees a single solution. In the opposite direction, an evenly filled sextet has $p_i=1/6$, and the second derivative for changes within it is $(\kappa+6kT)\sum|v_{ij}|^2$. The symmetric state is unstable when $kT<|\kappa|/6$.

For $\kappa=-0.04$ eV these temperatures are 232 K and 77 K. At 300 K, six runs from random pure orbitals reached the same symmetric density to rounding error. At 20 K, a run started from one orbital stayed polarized, with largest occupation 1.000: the memory of the start had returned through the charge loop. Between the two temperatures, these criteria do not decide whether other solutions coexist with the symmetric one. Iteration from a single orbital shows that they do: the polarized solution survives up to about 121 K, so from 77 K to 121 K the result depends on the start although the symmetric state is locally stable.

Nothing above computes the solid. If the fixed atomic self-energy is placed on a semicircular f band of half-width 0.5 eV, the same for all orbitals, the states below the gap hold 1.004 electrons (1.014 for 1 eV), so at filling one the Fermi level lies at the top of the lower band, not in the gap. The atomic self-energy also contains no Kondo screening, so the method suits localized f electrons with weak hybridization only.

The symmetry of the thermal atom also has a physical limit. A real crystal may order magnetically or orbitally, and a symmetric $h$ cannot describe that state. If the levels are split, the ensemble follows them: for $kT$ well below 15 meV the cubic ion fills its lower doublet equally, not the whole sextet. As $T\to0$ at fixed $h$, the result becomes an even mixture over the lowest level of $h$; a single orbital is selected only if that level is nondegenerate.

## Numbers as computed

```
Slater F0 F2 F4 F6 (eV): 6.0 8.0 5.3 4.0
spin-orbit constant (eV): 0.08
temperature (K), kT (eV): 300, 0.02585
chemical potential (eV): 3.00
levels j=5/2, j=7/2 (eV): -0.1600, 0.1200
triplet-H energy without spin-orbit (eV): 4.85584
thermal gap (eV): 4.9101
thermal gap (hartree): 0.18044
occupation per j=5/2 state: 0.166662
occupation per j=7/2 state: 3.296e-06
removal weight from contour (electrons): 1.00000000
self-energy pole, j=5/2 (eV): 0.7360
pure-U self-energy pole above level (eV): 0.4286
commutator [G,J], thermal (1/eV): 1.5e-15
commutator [G,J], one state (1/eV): 1.2071
static gap with symmetric density (eV): 0.0e+00
mean-field gaps, mj=5/2,3/2,1/2 (eV): 4.9736 4.9840 5.0012
quadrupole 3Jz^2-J^2, same states: 10.00 -2.00 -8.00
thermal quadrupole, absolute value: 4.4e-16
cubic field B4, B6 (eV): 0.05, -0.01
cubic doublet-quartet splitting (meV): 14.810
false pair interaction W (eV): 5.0990
mean-field occupation barrier (eV): 1.2674
excited energy kept after 200 cycles, error (eV): 1.4e-16
free energy, excited orbital (eV): -0.15526
free energy, thermal state (eV): -0.20751
growth factor per cycle: 1.002916
initial admixture amplitude: 0.01
first energy change (eV): -8.64e-09
cycles to half ground weight: 1583
cycles from linear estimate: 1582
strain coefficient (meV): 0.10
residual self-interaction factor s: -0.5
distinct minimum energies found, s=0: 1
distinct minimum energies found, s=-0.5: 4
their heights above lowest (meV): 0.000 0.092 0.278 0.566
smallest curvature at highest minimum (meV): 16.764
feedback kappa (eV): -0.04
convexity bound |kappa|/(2kB) (K): 232.1
sextet instability |kappa|/(6kB) (K): 77.4
spread of six feedback runs at 300 K: 1.9e-15
largest occupation at 20 K with feedback: 1.000000
```
